\section*{Length drift of a silicon cavity near its expansion null}

\section*{Problem}

An optical refrigerator holds a silicon reference cavity near 124 K, where the length of the cavity is stationary with temperature. The cavity sits 10 mK from this expansion null. Near the null the expansion coefficient of silicon is proportional to the distance from it, with slope $a=1.7\times10^{-8}\ \mathrm{K^{-2}}$. The temperature of the spacer, the silicon body that holds the mirrors apart, then drifts by 1 mK.

(a) Find the fractional length change. The side of the null and the direction of the drift are not given, so treat every case.

(b) The cavity is 100 mm long and is read out at 1542 nm. Find the length change in metres and the shift of the resonance frequency.

(c) Estimate the errors made by taking the slope as constant and the spacer as uniform in temperature.

Let $T_0$ be the null of the assembled cavity, mirrors included, and let $x=T-T_0$. The initial offset is $x_1$, the drift is $d$, and the final offset is $x_2=x_1+d$. Temperature changes are slow enough for the spacer and mirrors to share one temperature; part (c) examines departures from this.

\section*{Hints}

\begin{enumerate}
\item The expansion coefficient is a derivative, $\alpha=d\ln L/dT$. It changes during the drift, so integrate it.
\item Sketch $L$ against $x$. Is the null a minimum or a maximum of the length?
\item For (b), the number of half wavelengths between the mirrors stays fixed.
\item For (c), add the next Taylor term to $\alpha$. Then cut the spacer into slices, each with its own temperature.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Fractional length change}

With $\alpha=ax$, integration from $x_1$ to $x_2$ gives
\begin{align}
\ln\frac{L_2}{L_1}&=\int_{x_1}^{x_2}ax\,dx=\frac a2\left(x_2^2-x_1^2\right)\\
&=\frac a2\left[(x_1+d)^2-x_1^2\right]=a\left(x_1d+\frac{d^2}{2}\right).
\end{align}
Call the right side $s$. Then $\Delta L/L_1=e^s-1=s+s^2/2+\dots$. Here $s$ is of order $10^{-13}$, so the relative error of keeping $s$ alone is also of that order. Hence
\begin{equation}
\frac{\Delta L}{L}=a\left(x_1d+\frac{d^2}{2}\right).
\label{eq:law}
\end{equation}

Reversing the signs of both $x_1$ and $d$ leaves this unchanged, so the four cases reduce to two. The linear term has size
\begin{equation}
a|x_1d|=(1.7\times10^{-8})(10^{-2})(10^{-3})=1.70\times10^{-13},
\end{equation}
and the quadratic term is $ad^2/2=8.5\times10^{-15}$. For drift away from the null, $x_1d>0$ and the terms add. For drift toward it, $x_1d<0$ and they partly cancel:
\begin{align}
\left(\frac{\Delta L}{L}\right)_{\rm away}&=+1.785\times10^{-13}\approx+1.8\times10^{-13},\\
\left(\frac{\Delta L}{L}\right)_{\rm toward}&=-1.615\times10^{-13}\approx-1.6\times10^{-13}.
\end{align}
If no direction is specified, the answer is a change of magnitude about $1.7\times10^{-13}$. The direction alters this by 5\%, the ratio $|d|/(2|x_1|)$ of the two terms.

The signs follow from $a>0$: the length is a minimum at the null, so the cavity lengthens when it moves away on either side. Two limits of Eq.~\eqref{eq:law} are useful. For $|d|\ll|x_1|$ it becomes the familiar product $\alpha(x_1)d$, with $\alpha=1.7\times10^{-10}\ \mathrm{K^{-1}}$ at $x_1=+10$ mK. For $x_1=0$ the linear term vanishes and the same 1 mK gives only $8.5\times10^{-15}$.

\subsection*{(b) Length and frequency}

Multiplying by $L=0.100$ m gives $+17.85$ fm for drift away and $-16.15$ fm for drift toward the null.

A resonance with $m$ half wavelengths in the evacuated cavity has $\nu=mc/(2L)$. At fixed $m$,
\begin{equation}
\frac{\nu_2}{\nu_1}=\frac{L_1}{L_2}=\frac{1}{1+\Delta L/L}\approx1-\frac{\Delta L}{L},
\qquad \Delta\nu=-\nu\,\frac{\Delta L}{L}.
\end{equation}
At 1542 nm, $\nu=194.42$ THz. Drift away therefore gives
\begin{equation}
\Delta\nu=-(194.42\times10^{12}\ \mathrm{Hz})(1.785\times10^{-13})=-34.7\ \mathrm{Hz},
\end{equation}
and drift toward the null gives $+31.4$ Hz. To the accuracy of the slope these are $-35$ and $+31$ Hz.

\subsection*{(c) Curvature and gradients}

Let $\alpha=ax+bx^2/2$. The added term contributes
\begin{equation}
\int_{x_1}^{x_2}\frac{bx^2}{2}\,dx=\frac b6\left(x_2^3-x_1^3\right).
\end{equation}
Suppose that the slope changes by its own size over 50 K, an assumed rough scale, so that $b=a/(50\ \mathrm K)$. Between 10 and 11 mK the contribution is $1.9\times10^{-17}$, or about $10^{-4}$ of the answer. A constant slope is ample here.

For the gradient, let a uniform spacer at offset $x_1$ acquire a linear temperature profile with end-to-end difference $g$ while its mean temperature stays fixed. A slice at fractional position $u$, with $-1/2<u<1/2$, drifts by $gu$. Averaging Eq.~\eqref{eq:law} over the slices gives
\begin{equation}
\frac{\Delta L}{L}=\int_{-1/2}^{1/2}a\left(x_1gu+\frac{g^2u^2}{2}\right)du
=0+\frac{ag^2}{2}\cdot\frac1{12}=\frac{ag^2}{24}.
\end{equation}
The linear term vanishes because it is odd in $u$. For $g=1$ mK the result is $7.1\times10^{-16}$, which is 0.40\% of the drift-away result. Slicing treats the spacer as a slender rod. In a thick spacer this strain, quadratic along the axis, also deforms the end faces and mirrors. For mirrors 25 mm across and a 10 mm bore, an isotropic elastic model raises the result by about 10\% for a spacer 30 mm across, 25\% for 50 mm and 50\% for 80 mm, so the error stays below 1\%. For such a profile the two mirrors at the ends deviate by opposite amounts, so for identical mirrors their effects cancel as well, to first order in $g$.

This small error does not cover mirrors that are, on average, warmer or colder than the spacer. With the rough coating values of Variation 2, the mirrors contribute $-4.4\times10^{-10}\ \mathrm{K^{-1}}$ to the expansion coefficient of the cavity. Through their coatings alone, mirrors 1 mK warmer than the spacer would then change $\Delta L/L$ by $-4.4\times10^{-13}$, or by $-3.1\times10^{-13}$ with half the bending of that variation. Either is larger in size than the answer to (a). This estimate leaves out the smaller effect of the silicon mirror bodies expanding against the spacer. The result in (a) therefore requires the mirrors and the spacer to drift together. A sensor on the refrigerator can read something else while heat is still flowing.

\section*{Variation 1: how steady must the temperature be?}

Allow a fractional lengthening $y=10^{-16}$. What outward drift is permitted at 10 mK, and what drift at the null?

Take $x_1>0$ and set Eq.~\eqref{eq:law} equal to $y$. Multiplying by $2/a$ gives $d^2+2x_1d-2y/a=0$. The positive root is
\begin{equation}
d=-x_1+\sqrt{x_1^2+\frac{2y}{a}}.
\end{equation}
Here $2y/a=1.18\times10^{-8}\ \mathrm{K^2}$ is much smaller than $x_1^2=10^{-4}\ \mathrm{K^2}$. The root is then close to $y/(ax_1)$, and its value is $0.59\ \mathrm{\mu K}$. At the null, $d=\sqrt{2y/a}=0.11$ mK in either direction. For this value of $y$, moving the set point by 10 mK, exactly onto the null, relaxes the temperature requirement by a factor of about 180. With the set point 1 mK off the null the factor is only about 10. The gain applies to a drift shared by spacer and mirrors: with the rough coating coefficient of part (c), $-4.4\times10^{-10}\ \mathrm{K^{-1}}$, a change of about $0.2\ \mathrm{\mu K}$ in the mirror temperature relative to the spacer already gives $10^{-16}$, whatever the set point.

\section*{Variation 2: the null of bare silicon}

Suppose instead that the 10 mK is counted upward from the null of bare silicon. How do the mirror coatings change the answer for an upward drift of 1 mK?

Each silicon mirror carries 20 pairs of quarter-wave layers with indices $n_H=2.05$ (outermost) and $n_L=1.45$, of total thickness $t=9.08\ \mathrm{\mu m}$. Take rough coating values: expansion $\alpha_c=10^{-6}\ \mathrm{K^{-1}}$, Young modulus $E=100$ GPa, Poisson ratio $\sigma=0.20$ and index slope $10^{-5}\ \mathrm{K^{-1}}$. The expansion of silicon is negligible beside $\alpha_c$ here. Three effects arise per kelvin.

\emph{Thickening.} The silicon holds the film at zero in-plane strain, so its in-plane stress $S$ obeys $0=S(1-\sigma)/E+\alpha_c$. The normal strain is
\begin{equation}
\epsilon_z=\alpha_c-\frac{2\sigma S}{E}=\alpha_c\,\frac{1+\sigma}{1-\sigma}=1.5\times10^{-6}\ \mathrm{K^{-1}}.
\end{equation}
Take the spacer to touch bare silicon outside the coating. The front surface then moves into the cavity, which changes the length by $-t\epsilon_z=-13.6$ pm/K. If the coating ran under the contact, its thickening would push the mirror back by the same amount and this term would vanish. The null shift found below would then be at most about 10 mK, too little to reverse the sign of the answer.

\emph{Bending.} Let $M_f=E/(1-\sigma)=125$ GPa and $M_s=180$ GPa be the biaxial moduli of film and silicon, and $h=6$ mm the mirror thickness. On warming, the film pushes with force $M_f\alpha_ct$ per unit width at distance $h/2$ from the mid-plane. The plate resists with moment $M_s\kappa h^3/12$, where $\kappa$ is the curvature. To leading order in $t/h$, balance gives
\begin{equation}
\kappa=\frac{6M_f\alpha_ct}{M_sh^2}=1.05\times10^{-6}\ \mathrm{m^{-1}K^{-1}}.
\end{equation}
The coated face bulges inward. Over a free radius $r=5$ mm the length changes by $-\kappa r^2/2=-13.1$ pm/K. This estimate is for a free plate with the film over its whole face, several times wider than it is thick, such as a mirror 25 mm across. The mirror considered here is coated only inside the contact ring and is held by the spacer at its rim, so it bends less: about half as much for a mirror 25 mm across on a thick-walled spacer with a 10 mm bore. The value of $M_s$ is for a (100) silicon face. A (111) face has about 229 GPa, which makes the bending about a fifth smaller.

\emph{Reflection phase.} At the design wavelength the standing wave has a node on the front surface. A small change of the layers moves the apparent node a distance $\ell$ behind it, which lengthens the cavity by $\ell$. Let $k_{H,L}=2\pi n_{H,L}/\lambda$, and let the phase thicknesses be $\pi/2+\delta_{H,L}$. Let $F$ be the electric field and $z$ the depth behind the front surface. In front of the stack $F\propto\sin[2\pi(\ell-z)/\lambda]$, so $F'/F=-1/\ell$ at $z=0$ to first order. Both $F$ and $F'$ are continuous there, so in the first layer $F\propto\sin(k_H\ell-k_Hz)$ to first order. At its back the phase is $-\pi/2+\eta$, with $\eta=k_H\ell-\delta_H$. Continuity of $F'/F$ makes the phase at the front of the next layer $-\pi/2+\eta'$, with $k_L\eta'=k_H\eta$. At the back of that layer the phase is $-\pi+\eta'-\delta_L$, so the apparent node distance for the following pair is $\ell'=(\eta'-\delta_L)/k_L$. In a long stack the remainder looks like the whole, so $\ell'=\ell$:
\begin{align}
\ell&=\frac{k_H(k_H\ell-\delta_H)}{k_L^2}-\frac{\delta_L}{k_L},\\
\ell\,(k_H^2-k_L^2)&=k_H\delta_H+k_L\delta_L .
\end{align}
If the optical thicknesses change by fractions $x_H$ and $x_L$, then $\delta_{H,L}=\pi x_{H,L}/2$ and
\begin{equation}
\ell=\frac{\lambda}{4}\,\frac{n_Hx_H+n_Lx_L}{n_H^2-n_L^2}.
\end{equation}
Per kelvin, $x_{H,L}=\epsilon_z+10^{-5}\ \mathrm{K^{-1}}/n_{H,L}$, which gives $\ell=+4.6$ pm/K.

The sum for two mirrors is $2(-13.62-13.13+4.64)=-44.2$ pm/K. Divided by 100 mm, this adds $C=-4.4\times10^{-10}\ \mathrm{K^{-1}}$ to the expansion coefficient. With $x_b$ measured from the bare-silicon null, the cavity null satisfies $ax_b+C=0$, so it lies at $x_b=-C/a=+26$ mK. A cavity 10 mK above the bare null is therefore 16 mK below its own null, and an upward drift of 1 mK gives
\begin{equation}
\frac{\Delta L}{L}=a\left[(-16.0\times10^{-3})(10^{-3})+\tfrac12(10^{-3})^2\right]\mathrm{K^2}\approx-2.6\times10^{-13}.
\end{equation}
With half the bending, the null shift is 18 mK and the change is $-1.3\times10^{-13}$. Without the coatings it would be $+1.8\times10^{-13}$. The sign reverses once the null shift exceeds the 10 mK offset plus $d/2$, that is, 10.5 mK.

\section*{Relation to a real cavity}

The 124 K null, a wavelength near 1.5 $\mathrm{\mu m}$ and a length of order 100 mm belong to the regime of real silicon reference cavities. The 1 mK drift is large for a cavity meant to hold $10^{-16}$, as Variation 1 shows. The coating values are the least certain inputs: the expansion of amorphous layers at 124 K can differ in size, and for silica in sign, from the value used. The 26 mK is thus an illustration, not a prediction for a given device. In the same model it falls to 11 mK if the mirrors do not bend, and becomes $-4$ mK if the coating expansion is zero, so even its sign depends on the coating. The result in (a) also assumes that the null is known to much better than 10 mK; in this model, counting the 10 mK from the bare-silicon null instead of the cavity null changes the answer from $+1.8$ to $-2.6$ in units of $10^{-13}$. Locating the length minimum of the assembled cavity by a temperature scan reduces that error, provided the scan is slow enough for the sensor, spacer and mirrors to stay at nearly the same temperature. If the spacer lags behind the sensor, the minimum is read at a displaced temperature. The numerical output below lists the inputs and intermediate values.

\section*{Computed results}
\begin{verbatim}
slope of expansion coefficient: 1.70e-08 1/K^2
offset from null: 10.0 mK
drift: 1.0 mK
cavity length: 100 mm
wavelength: 1542 nm
optical frequency: 194.42 THz
expansion coefficient at offset: 1.70e-10 1/K
linear estimate of |dL/L|: 1.700e-13
quadratic term of dL/L: 8.500e-15
quadratic/linear term: 5.0 %
dL/L, drift away from null: 1.7850e-13
dL/L, drift toward null: -1.6150e-13
length change, away: 17.85 fm
length change, toward: -16.15 fm
frequency shift, away: -34.7 Hz
frequency shift, toward: 31.4 Hz
allowed dL/L for budgets: 1.0e-16
outward drift budget at offset: 0.588 uK
drift budget at null: 108.5 uK
assumed scale for slope change: 50 K
dL/L from curvature of alpha: 1.88e-17
curvature part of away result: 1.1e-04
end-to-end temperature difference: 1.0 mK
dL/L from gradient: 7.08e-16
gradient part of away result: 0.40 %
coating expansion coefficient: 1.0e-06 1/K
coating Young modulus: 100 GPa
coating Poisson ratio: 0.20
coating indices high, low: 2.05, 1.45
coating index slope: 1.0e-05 1/K
number of layer pairs: 20
coating thickness: 9.08 um
coating normal strain: 1.50e-06 1/K
silicon biaxial modulus: 180 GPa
mirror thickness: 6.0 mm
free mirror radius: 5.0 mm
mirror curvature change: 1.05e-06 1/(m K)
surface motion per mirror: -13.62 pm/K
bending motion per mirror: -13.13 pm/K
phase length per mirror: 4.64 pm/K
sum for two mirrors: -44.23 pm/K
mirror part of coefficient: -4.42e-10 1/K
null shift from bare silicon: 26.0 mK
true offset if 10 mK above bare null: -16.0 mK
dL/L then, for upward drift: -2.64e-13
\end{verbatim}
